# Why planar tunnelling does not measure bulk densities of states: a program that tests the result

```python
"""
Planar tunnelling between independent-electron electrodes (Hartree atomic units).
Result under test: the golden-rule transmission 4 pi^2 |M|^2 rho_L rho_R does not
contain the electrode density of states, because |M|^2 carries its inverse.
  smooth barrier edges: T = exp(-2 S), S = integral of the decay constant
  sharp barrier edges:  T = P_L P_R exp(-2 kappa d), P = 4 k kappa/(k^2+kappa^2)
  conductance per area: G/A = (1/(2 pi^2)) * integral of T over transverse energy W
Energies are measured from the Fermi energy. depth = Fermi energy above band bottom,
k = normal wavevector (= velocity, mass 1), kappa = decay constant in the barrier,
M = Bardeen matrix element, rho = one-dimensional level density without spin.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

PHI = 0.05             # barrier height above the Fermi energy
HALF_WIDTH = 20.0      # smooth barrier: half-width at the Fermi energy
WIDTH = 30.0           # rectangular barrier: width
DEPTHS = (0.2, 0.8)
KAPPA = np.sqrt(2 * PHI)


def close(value, reference, tolerance):
    return abs(value / reference - 1) < tolerance


# ---------- bulk density of states as a sum of one-dimensional densities ----------
def bulk_density(depth):
    return np.sqrt(2 * depth) / np.pi**2


for depth in DEPTHS:
    # count spin-degenerate plane waves below two nearby energies in a large box
    side = 300.0
    counts = []
    for energy in (0.9 * depth, 1.1 * depth):
        n_max = np.sqrt(2 * energy) * side / (2 * np.pi)
        n = np.arange(-int(n_max) - 1, int(n_max) + 2)
        rest = n_max**2 - n[:, None]**2 - n[None, :]**2
        counts.append(2 * np.sum(2 * np.floor(np.sqrt(rest[rest >= 0])) + 1))
    counted = (counts[1] - counts[0]) / (0.2 * depth * side**3)
    assert close(counted, bulk_density(depth), 0.02)
    # sum over transverse energy, with W = depth - u^2 to remove the end singularity
    summed = quad(lambda u: 2 * u / (np.pi**2 * np.sqrt(2) * u),
                  0, np.sqrt(depth))[0]
    assert close(summed, bulk_density(depth), 1e-8)


# ---------- rectangular barrier: exact wave matching ----------
def matched_transmission(k_left, k_right, kappa, width):
    s = np.exp(-kappa * width)
    matrix = np.array([[-1, 1, s, 0],
                       [1j * k_left, -kappa, kappa * s, 0],
                       [0, s, 1, -1],
                       [0, -kappa * s, kappa, -1j * k_right]], dtype=complex)
    solution = np.linalg.solve(matrix, np.array([1, 1j * k_left, 0, 0]))
    return k_right / k_left * abs(solution[3])**2


def edge_factor(k, kappa):
    return 4 * k * kappa / (k**2 + kappa**2)


for k_left in (0.1, 0.6, 1.3):
    for k_right in (0.1, 0.6, 1.3):
        opaque = (edge_factor(k_left, KAPPA) * edge_factor(k_right, KAPPA)
                  * np.exp(-2 * KAPPA * WIDTH))
        exact = matched_transmission(k_left, k_right, KAPPA, WIDTH)
        assert close(opaque, exact, 1e-5)


# ---------- rectangular barrier: box states, matrix element, level density ----------
def well_level(n, length, depth, boundary=1.0):
    """Level n of a well with a hard outer wall; boundary*kappa is the inner slope.
    boundary may be a function of kappa."""
    def phase(energy):
        k = np.sqrt(2 * (energy + depth))
        q = np.sqrt(2 * (PHI - energy))
        slope = q * (boundary(q) if callable(boundary) else boundary)
        return k * length + np.arctan2(k, slope) - n * np.pi
    return brentq(phase, -depth + 1e-9, PHI - 1e-9, xtol=1e-16, rtol=1e-15)


def electrode(n, depth):
    """Length putting level n at the Fermi energy, edge amplitude, level density."""
    k = np.sqrt(2 * depth)
    length = (n * np.pi - np.arctan(k / KAPPA)) / k
    x = np.linspace(-length, 0, 40001)
    tail = np.linspace(0, 30 / KAPPA, 20001)
    inside = np.sin(k * (x + length))
    norm = (simpson(inside**2, x=x)
            + simpson((inside[-1] * np.exp(-KAPPA * tail))**2, x=tail))
    density = 2 / (well_level(n + 1, length, depth) - well_level(n - 1, length, depth))
    return length, abs(inside[-1]) / np.sqrt(norm), density


def bardeen(amplitude_left, amplitude_right):
    return KAPPA * amplitude_left * amplitude_right * np.exp(-KAPPA * WIDTH)


levels_used = {0.2: 60, 0.8: 120}
boxes = {depth: electrode(levels_used[depth], depth) for depth in DEPTHS}
for depth in DEPTHS:
    length, amplitude, density = boxes[depth]
    k = np.sqrt(2 * depth)
    # matrix element against half the exact splitting of the symmetric junction
    even = well_level(levels_used[depth], length, depth,
                      lambda q: np.tanh(q * WIDTH / 2))
    odd = well_level(levels_used[depth], length, depth,
                     lambda q: 1 / np.tanh(q * WIDTH / 2))
    assert close((odd - even) / 2, bardeen(amplitude, amplitude), 1e-3)
    # density of states at the barrier edge
    assert close(density * amplitude**2,
                 2 * k / (np.pi * (k**2 + KAPPA**2)), 1e-3)
    # doubling the electrodes halves M and leaves the golden-rule product unchanged
    _, amplitude2, density2 = electrode(2 * levels_used[depth], depth)
    m_short, m_long = bardeen(amplitude, amplitude), bardeen(amplitude2, amplitude2)
    assert close(m_long / m_short, 0.5, 0.01)
    assert close((m_long * density2)**2, (m_short * density)**2, 1e-3)

for left in DEPTHS:
    for right in DEPTHS:
        m = bardeen(boxes[left][1], boxes[right][1])
        golden = 4 * np.pi**2 * m**2 * boxes[left][2] * boxes[right][2]
        exact = matched_transmission(np.sqrt(2 * left), np.sqrt(2 * right),
                                     KAPPA, WIDTH)
        assert close(golden, exact, 1e-3)


# ---------- smooth barrier: same forbidden region for every band depth ----------
def smooth_potential(x, depth):
    parabola = PHI * (1 - (x / HALF_WIDTH)**2)
    return np.where(parabola > 0, parabola, depth * np.tanh(parabola / depth))


def parity_levels(outer_wall, n, depth, points=4000):
    """Three neighbouring even and odd levels of the closed symmetric junction."""
    step = outer_wall / (points + 0.5)
    x = (np.arange(points) + 0.5) * step
    off = np.full(points - 1, -0.5 / step**2)
    result = []
    for sign in (-1, 1):                       # even, odd
        diagonal = 1 / step**2 + smooth_potential(x, depth)
        diagonal[0] += sign * 0.5 / step**2
        result.append(eigh_tridiagonal(diagonal, off, eigvals_only=True,
                                       select='i', select_range=(n - 1, n + 1)))
    return result


def smooth_box(depth, wall_guess=400.0):
    """Tune the outer wall so that a doublet lies at the Fermi energy."""
    x = np.linspace(0, wall_guess, 8001)
    local_k = np.sqrt(np.maximum(-2 * smooth_potential(x, depth), 0))
    n = int(simpson(local_k, x=x) / np.pi)
    wall = brentq(lambda w: sum(p[1] for p in parity_levels(w, n, depth)) / 2,
                  wall_guess - 12, wall_guess + 12, xtol=1e-5)
    even, odd = parity_levels(wall, n, depth)
    mean = (even + odd) / 2
    return wall, (odd[1] - even[1]) / 2, 2 / (mean[2] - mean[0])


def smooth_transmission(depth, energies, edge=240.0, step=0.1):
    """Scattering solution by Numerov integration from the outgoing side."""
    energies = np.atleast_1d(np.asarray(energies, dtype=float))
    x = np.linspace(edge, -edge, int(round(2 * edge / step)) + 1)
    step = x[0] - x[1]
    potential = smooth_potential(x, depth)
    k = np.sqrt(2 * (energies + depth))
    before, now = np.exp(1j * k * x[0]), np.exp(1j * k * x[1])
    f_before = 1 + step**2 * (energies - potential[0]) / 6
    f_now = 1 + step**2 * (energies - potential[1]) / 6
    for u in potential[2:]:
        f_next = 1 + step**2 * (energies - u) / 6
        after = ((12 - 10 * f_now) * now - f_before * before) / f_next
        before, now, f_before, f_now = now, after, f_now, f_next
    e1, e2 = np.exp(1j * k * x[-1]), np.exp(1j * k * x[-2])
    incoming = (now / e2 - before / e1) / (e1 / e2 - e2 / e1)
    return 1 / abs(incoming)**2


action = quad(lambda x: np.sqrt(2 * max(float(smooth_potential(x, 0.2)), 0.0)),
              -HALF_WIDTH, HALF_WIDTH)[0]
assert close(action, np.pi * KAPPA * HALF_WIDTH / 2, 1e-5)
wkb = np.exp(-2 * action)
window = np.sqrt(PHI / 2) / (np.pi * HALF_WIDTH)   # transverse energy range

smooth = {}
nodes, weights = np.polynomial.legendre.leggauss(32)
for depth in DEPTHS:
    wall, m, density = smooth_box(depth)
    crossing = quad(lambda s: 2 * s / np.sqrt(
        -2 * float(smooth_potential(HALF_WIDTH + s * s, depth))),
        0, np.sqrt(wall - HALF_WIDTH), limit=300)[0]
    golden = 4 * np.pi**2 * m**2 * density**2
    scattered = smooth_transmission(depth, 0.0)[0]
    assert close(density, crossing / np.pi, 0.02)
    assert close(m, np.exp(-action) / (2 * crossing), 0.03)
    assert close(golden, scattered, 0.01)
    assert close(scattered, wkb, 0.03)
    transverse = 7.5 * window * (nodes + 1)
    values = smooth_transmission(depth, -transverse)
    conductance = 7.5 * window * np.sum(weights * values) / (2 * np.pi**2)
    assert close(conductance, wkb * window / (2 * np.pi**2), 0.03)
    smooth[depth] = (wall, crossing, density, m, golden, scattered, conductance)


# ---------- rectangular barrier: conductance per area ----------
def rectangular_at(transverse_energy, depth):
    k = np.sqrt(2 * (depth - transverse_energy))
    return matched_transmission(k, k, np.sqrt(2 * (PHI + transverse_energy)), WIDTH)


CUT = 0.1    # beyond this transverse energy the transmission is negligible
sharp = {}
for depth in DEPTHS:
    grid = CUT / 2 * (nodes + 1)
    values = np.array([rectangular_at(w, depth) for w in grid])
    conductance = CUT / 2 * np.sum(weights * values) / (2 * np.pi**2)
    # explicit sum over the parallel wavevectors of a finite lateral box
    side = 600.0
    n = np.arange(-45, 46)
    energies = (2 * np.pi / side)**2 * (n[:, None]**2 + n[None, :]**2) / 2
    distinct, multiplicity = np.unique(energies[energies < CUT].round(12),
                                       return_counts=True)
    total = sum(c * rectangular_at(w, depth) for w, c in zip(distinct, multiplicity))
    assert close(total / (np.pi * side**2), conductance, 1e-3)
    sharp[depth] = (rectangular_at(0.0, depth), conductance)

shallow, deep = DEPTHS
bulk_ratio = bulk_density(deep) / bulk_density(shallow)
smooth_ratio = smooth[deep][6] / smooth[shallow][6]
sharp_ratio = sharp[deep][1] / sharp[shallow][1]
assert abs(smooth_ratio - 1) < 0.03      # smooth edges: blind to the bulk density
assert sharp_ratio < 0.5                 # sharp edges: falls while the density rises

# ---------- printed numbers ----------
bohr = const.physical_constants['Bohr radius'][0]
to_nS_um2 = const.e**2 / const.hbar / bohr**2 * 1e-12 * 1e9

print(f"barrier height above Fermi energy: {PHI:.3f} hartree")
print(f"decay constant at W=0: {KAPPA:.4f} 1/bohr")
print(f"smooth barrier half-width: {HALF_WIDTH:.1f} bohr")
print(f"smooth barrier action S: {action:.4f} (dimensionless)")
print(f"smooth barrier exp(-2S): {wkb:.4e} (dimensionless)")
print(f"smooth barrier transverse energy window: {window:.6f} hartree")
print(f"rectangular barrier width: {WIDTH:.1f} bohr")
for depth in DEPTHS:
    wall, crossing, density, m, golden, scattered, conductance = smooth[depth]
    k = np.sqrt(2 * depth)
    print(f"--- both electrodes with band depth {depth:.1f} hartree ---")
    print(f"normal velocity at W=0: {k:.4f} a.u.")
    print(f"bulk density of states: {bulk_density(depth):.5f} 1/(hartree bohr^3)")
    print(f"smooth: outer wall at {wall:.2f} bohr")
    print(f"smooth: crossing time {crossing:.1f} a.u.")
    print(f"smooth: level density {density:.2f} 1/hartree")
    print(f"smooth: matrix element {m:.4e} hartree")
    print(f"smooth: T from golden rule {golden:.4e} (dimensionless)")
    print(f"smooth: T from scattering {scattered:.4e} (dimensionless)")
    print(f"smooth: G/A {conductance:.4e} a.u.")
    print(f"smooth: G/A {conductance * to_nS_um2:.3f} nS/um^2")
    print(f"sharp: edge factor P at W=0 {edge_factor(k, KAPPA):.4f} (dimensionless)")
    print(f"sharp: T at W=0 {sharp[depth][0]:.4e} (dimensionless)")
    print(f"sharp: G/A {sharp[depth][1]:.4e} a.u.")
    print(f"sharp: G/A {sharp[depth][1] * to_nS_um2:.3f} nS/um^2")
print("--- ratios, deep electrodes over shallow electrodes ---")
print(f"bulk density of states: {bulk_ratio:.3f}")
print(f"naive conductance (product of bulk densities): {bulk_ratio**2:.3f}")
print(f"smooth: level density {smooth[deep][2] / smooth[shallow][2]:.4f}")
print(f"smooth: matrix element {smooth[deep][3] / smooth[shallow][3]:.4f}")
print(f"smooth: conductance {smooth_ratio:.4f}")
print(f"sharp: conductance {sharp_ratio:.4f}")
print("verified")
```

Printed output:

```
barrier height above Fermi energy: 0.050 hartree
decay constant at W=0: 0.3162 1/bohr
smooth barrier half-width: 20.0 bohr
smooth barrier action S: 9.9346 (dimensionless)
smooth barrier exp(-2S): 2.3492e-09 (dimensionless)
smooth barrier transverse energy window: 0.002516 hartree
rectangular barrier width: 30.0 bohr
--- both electrodes with band depth 0.2 hartree ---
normal velocity at W=0: 0.6325 a.u.
bulk density of states: 0.06408 1/(hartree bohr^3)
smooth: outer wall at 402.62 bohr
smooth: crossing time 661.0 a.u.
smooth: level density 210.54 1/hartree
smooth: matrix element 3.6707e-08 hartree
smooth: T from golden rule 2.3578e-09 (dimensionless)
smooth: T from scattering 2.3558e-09 (dimensionless)
smooth: G/A 3.0061e-13 a.u.
smooth: G/A 26.131 nS/um^2
sharp: edge factor P at W=0 1.6000 (dimensionless)
sharp: T at W=0 1.4726e-08 (dimensionless)
sharp: G/A 4.4720e-12 a.u.
sharp: G/A 388.724 nS/um^2
--- both electrodes with band depth 0.8 hartree ---
normal velocity at W=0: 1.2649 a.u.
bulk density of states: 0.12816 1/(hartree bohr^3)
smooth: outer wall at 399.77 bohr
smooth: crossing time 387.5 a.u.
smooth: level density 123.60 1/hartree
smooth: matrix element 6.2456e-08 hartree
smooth: T from golden rule 2.3526e-09 (dimensionless)
smooth: T from scattering 2.3496e-09 (dimensionless)
smooth: G/A 2.9956e-13 a.u.
smooth: G/A 26.039 nS/um^2
sharp: edge factor P at W=0 0.9412 (dimensionless)
sharp: T at W=0 5.0955e-09 (dimensionless)
sharp: G/A 1.5865e-12 a.u.
sharp: G/A 137.903 nS/um^2
--- ratios, deep electrodes over shallow electrodes ---
bulk density of states: 2.000
naive conductance (product of bulk densities): 4.000
smooth: level density 0.5871
smooth: matrix element 1.7015
smooth: conductance 0.9965
sharp: conductance 0.3548
verified
```
